# Interface phonons and the image energy of a charge beside an oxide

A calculation of the energy of a charge in a semiconductor channel must choose the dielectric constant of the neighbouring oxide that enters the image potential. With the static constant, the oxide ions have already relaxed around the charge. If the energy shift from remote phonons is then added, the relaxation is counted twice. With the high-frequency constant, it is missing until the phonon shift is included. For a fixed charge the phonon shift equals the difference between the two image energies. Two derivations follow, one from electrostatics and one from the phonons.

## The model

The oxide fills $z<0$ and a nonpolar semiconductor of constant $\epsilon_s$ fills $z>0$. A point charge $Q$ is held at depth $d$ in the semiconductor, at in-plane position $\mathbf r=0$. The electrons of both materials respond at once. The oxide has constant $\epsilon_\infty$ with its ions clamped and $\epsilon_0$ with its ions relaxed. The response is linear and local, the interface is sharp, and retardation is neglected. Atomic units are used with Gaussian electrostatics, so $\hbar=1$ and $\nabla\cdot\mathbf D=4\pi\rho$.

The result is

$$
E_{\rm ph}=-\frac{Q^2}{2d}\left[\frac1{\epsilon_s+\epsilon_\infty}-\frac1{\epsilon_s+\epsilon_0}\right]=W(\epsilon_0)-W(\epsilon_\infty),
$$

where $W(\epsilon)$ is the image energy for an oxide of constant $\epsilon$.

## First derivation: relaxing the ions

**The image energy.** Let the oxide have constant $\epsilon$. The potential is resolved into in-plane waves, $\phi(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,\phi_q(z)e^{i\mathbf q\cdot\mathbf r}$. In the semiconductor,

$$
\epsilon_s(\phi_q''-q^2\phi_q)=-4\pi Q\,\delta(z-d).
$$

The direct solution $Ce^{-q|z-d|}$ has a slope jump $-2qC$ at the charge. This must equal $-4\pi Q/\epsilon_s$, so $C=2\pi Q/(\epsilon_sq)$. With the response of the interface included,

$$
\phi_q=C\left[e^{-q|z-d|}+Re^{-q(z+d)}\right]\ (z>0),\qquad
\phi_q=CT\,e^{q(z-d)}\ (z<0).
$$

Continuity of the potential at $z=0$ gives $1+R=T$. Just above the interface the direct wave grows with $z$ and the reflected wave decays, so continuity of normal displacement gives $\epsilon_s(1-R)=\epsilon T$. Hence

$$
R=\frac{\epsilon_s-\epsilon}{\epsilon_s+\epsilon},\qquad T=\frac{2\epsilon_s}{\epsilon_s+\epsilon}.
$$

The reflected potential at the charge is

$$
\phi_{\rm ind}=\frac1{2\pi}\int_0^\infty q\,dq\,\frac{2\pi Q}{\epsilon_sq}Re^{-2qd}=\frac{QR}{2\epsilon_sd}.
$$

This potential is proportional to the charge that produces it. Building the charge up from zero therefore takes the work $\int_0^Q\phi_{\rm ind}(Q')\,dQ'=\frac12Q\phi_{\rm ind}$, and

$$
W(\epsilon)=\frac{Q^2}{4\epsilon_sd}\,\frac{\epsilon_s-\epsilon}{\epsilon_s+\epsilon}.
$$

The self-energy of the charge in uniform semiconductor has been dropped. It is the same for clamped and relaxed ions.

**The relaxation energy.** Let the vector $u$ collect all ionic displacements. In a linear medium the energy with the charge present is

$$
U(u)=W(\epsilon_\infty)+F\cdot u+\tfrac12u\cdot Ku,
$$

with a force vector $F$ proportional to $Q$ and a stiffness $K$ that does not depend on $Q$. At $u=0$ the ions are clamped and the energy is $W(\epsilon_\infty)$. The minimum is the state reached when the charge is built up slowly and the ions follow; the work done is then $W(\epsilon_0)$. Relaxation thus changes the energy by $W(\epsilon_0)-W(\epsilon_\infty)$.

This classical difference is also the change in quantum ground-state energy. A linear force moves the minimum of each oscillator but leaves its stiffness, and hence its zero-point energy, unchanged.

Writing $(\epsilon_s-\epsilon)/(\epsilon_s+\epsilon)=2\epsilon_s/(\epsilon_s+\epsilon)-1$, the constant $-1$ cancels:

$$
W(\epsilon_0)-W(\epsilon_\infty)=\frac{Q^2}{4\epsilon_sd}\,2\epsilon_s\left[\frac1{\epsilon_s+\epsilon_0}-\frac1{\epsilon_s+\epsilon_\infty}\right],
$$

which is the stated result. It is negative whenever $\epsilon_0>\epsilon_\infty$. The image energy itself changes sign on relaxation if $\epsilon_\infty<\epsilon_s<\epsilon_0$: the oxide repels the charge while its ions are clamped and attracts it once they relax.

## Second derivation: summing over phonons

**The ions.** Let the oxide have several undamped polar vibrations with transverse frequencies $\omega_i$ and mass-weighted displacement fields $\mathbf u_i$. They obey

$$
\ddot{\mathbf u}_i=-\omega_i^2\mathbf u_i+\gamma_i\mathbf E,\qquad \mathbf P_{\rm ion}=\sum_i\gamma_i\mathbf u_i .
$$

At frequency $\omega$, $\mathbf u_i=\gamma_i\mathbf E/(\omega_i^2-\omega^2)$. Since $\mathbf D=\epsilon_\infty\mathbf E+4\pi\mathbf P_{\rm ion}$,

$$
\epsilon(\omega)=\epsilon_\infty+\sum_i\frac{f_i\omega_i^2}{\omega_i^2-\omega^2},\qquad f_i=\frac{4\pi\gamma_i^2}{\omega_i^2},\qquad \epsilon_0=\epsilon_\infty+\sum_if_i .
$$

**Which vibrations feel the charge.** A displacement field in the half-space can be split into three parts:

- a gradient $\nabla\chi$ with $\chi=0$ at the interface, where $\nabla^2\chi=\nabla\cdot\mathbf u$;
- a gradient $\nabla\psi$ with $\nabla^2\psi=0$, chosen to supply the remaining normal component at the interface;
- a remainder with no divergence and no normal component at the interface.

The first part makes the potential $4\pi\gamma_i\chi/\epsilon_\infty$ inside the oxide and none outside. This potential vanishes at the interface, and the normal displacement $\mathbf D$ is zero on both sides. These are bulk longitudinal vibrations. The third part carries neither volume nor surface charge, so it makes no potential; these are bulk transverse vibrations. Neither reaches the charge. The second part remains. Its own field, found next, has the same shape, so the equations of motion do not mix it with the other two.

**Interface vibrations.** For wavevector $\mathbf q$, take

$$
\mathbf u_i=U_i\,\frac1q\nabla\left(e^{qz}e^{i\mathbf q\cdot\mathbf r}\right),
$$

whose normal component at $z=0$ has amplitude $U_i$. The ionic surface charge has amplitude $\sigma=\sum_i\gamma_iU_i$. Its potential is $Se^{-q|z|}$, and the jump in displacement gives $(\epsilon_s+\epsilon_\infty)qS=4\pi\sigma$. Write $s=\epsilon_s+\epsilon_\infty$, so that $S=4\pi\sigma/(qs)$. The field in the oxide is minus the gradient of this potential. It has the shape of $\mathbf u_i$ with amplitude $-qS=-4\pi\sigma/s$. Therefore

$$
\ddot U_i=-\omega_i^2U_i-\frac{4\pi\gamma_i}{s}\sum_k\gamma_kU_k
=-\sum_k\mathcal D_{ik}U_k ,
$$

$$
\mathcal D_{ik}=\omega_i^2\delta_{ik}+g_ig_k,\qquad g_i=\gamma_i\sqrt{\frac{4\pi}{s}},\qquad g_i^2=\frac{f_i\omega_i^2}{s}.
$$

Let $e_j$ be the normalized eigenvectors of $\mathcal D$ and $\Omega_j^2$ its eigenvalues. The eigenvalue equation gives $e_{ij}=-g_i(g\cdot e_j)/(\omega_i^2-\Omega_j^2)$. Multiplying by $g_i$, summing over $i$ and dividing by $g\cdot e_j$ yields

$$
1+\sum_i\frac{g_i^2}{\omega_i^2-\Omega_j^2}=0,
\qquad\text{or}\qquad \epsilon(\Omega_j)+\epsilon_s=0 .
$$

For one polar vibration this reads $\Omega^2=\omega_1^2+g_1^2=\omega_1^2(\epsilon_s+\epsilon_0)/(\epsilon_s+\epsilon_\infty)$.

**The coupling.** In an interface area $A$, the squared length of $\nabla(e^{qz}e^{i\mathbf q\cdot\mathbf r})/q$ is $2e^{2qz}$, because the in-plane and normal components contribute equally. Its volume integral is $A/q$. The kinetic energy is thus $\frac12\sum_{\mathbf q,i}(A/q)|\dot U_{\mathbf qi}|^2$, and the normal coordinates $X$ are defined by

$$
U_{\mathbf qi}=\sqrt{\frac qA}\sum_je_{ij}X_{\mathbf qj},\qquad
X_{\mathbf qj}=\frac{a_{\mathbf qj}+a_{-\mathbf qj}^\dagger}{\sqrt{2\Omega_j}}.
$$

The surface charge becomes $\sigma=\sqrt{s/4\pi}\,\sqrt{q/A}\,\sum_j(g\cdot e_j)X_{\mathbf qj}$. The interaction energy is $Q$ times the ionic potential at the charge, $\sum_{\mathbf q}Se^{-qd}$. The coefficient of $a_{\mathbf qj}+a^\dagger_{-\mathbf qj}$ is then $M_{qj}e^{-qd}$, with

$$
M_{qj}=Q\,\frac{4\pi}{qs}\sqrt{\frac{s}{4\pi}}\sqrt{\frac qA}\,\frac{g\cdot e_j}{\sqrt{2\Omega_j}} ,
$$

$$
M_{qj}^2=\frac{2\pi Q^2(g\cdot e_j)^2}{s\,\Omega_jAq}=\frac{2\pi Q^2\Omega_j\Delta_j}{Aq},\qquad
\Delta_j=\frac{(g\cdot e_j)^2}{s\,\Omega_j^2}.
$$

**The energy of one mode.** Since $M_{qj}$ is the same for $\mathbf q$ and $-\mathbf q$, the creation operators can be relabelled. Each mode then has the Hamiltonian $\Omega a^\dagger a+m(a+a^\dagger)$, apart from its zero-point energy, with $m=Me^{-qd}$. Second-order perturbation theory gives the ground state a shift $-m^2/\Omega$ through the one-phonon state. With $b=a+m/\Omega$,

$$
\Omega a^\dagger a+m(a+a^\dagger)=\Omega b^\dagger b-\frac{m^2}{\Omega}.
$$

The operators $b,b^\dagger$ have the same commutator as $a,a^\dagger$. Every level therefore moves by $-m^2/\Omega$, and for a fixed charge the second-order energy is exact within this harmonic model. It does not depend on temperature if the frequencies and strengths do not. In perturbation theory at mean occupation $n$, emission contributes $-(n+1)m^2/\Omega$ and absorption $+nm^2/\Omega$, and the occupation cancels.

**The sums.** Replacing $\sum_{\mathbf q}$ by $A\int d^2q/(2\pi)^2$ gives, for branch $j$,

$$
E_j=-\frac{A}{2\pi}\int_0^\infty q\,dq\,\frac{2\pi Q^2\Delta_j}{Aq}e^{-2qd}=-\frac{Q^2\Delta_j}{2d}.
$$

The phonon frequency has cancelled between the squared coupling and the energy denominator. The sum over branches is $\sum_j\Delta_j=g^T\mathcal D^{-1}g/s$. To find it, solve $\mathcal Dx=g$. With $\Lambda={\rm diag}(\omega_i^2)$ this reads $\Lambda x+g(g\cdot x)=g$, so $x=\Lambda^{-1}g\,(1-g\cdot x)$. Let $G=g^T\Lambda^{-1}g=\sum_if_i/s=(\epsilon_0-\epsilon_\infty)/s$. Taking the product with $g$,

$$
g\cdot x=G(1-g\cdot x)\quad\Rightarrow\quad g\cdot x=\frac{G}{1+G}=\frac{\epsilon_0-\epsilon_\infty}{\epsilon_s+\epsilon_0}.
$$

Division by $s$ gives

$$
\sum_j\Delta_j=\frac{\epsilon_0-\epsilon_\infty}{(\epsilon_s+\epsilon_\infty)(\epsilon_s+\epsilon_0)}=\frac1{\epsilon_s+\epsilon_\infty}-\frac1{\epsilon_s+\epsilon_0}.
$$

Inserted in $E_{\rm ph}=\sum_jE_j$, this is the image-energy difference of the first derivation.

## What each derivation assumes

The first derivation needs a linear oxide, its two dielectric constants and enough time for the ions to relax. It does not ask how many polar vibrations there are or at what frequencies. The second assumes undamped harmonic vibrations with no dispersion of their own. In return it gives the share of each branch, and it can be extended to a moving charge. Both assume a fixed charge and a local response. Their agreement therefore says nothing about errors from either of those assumptions.

Both also give an energy that diverges as $d\to0$. The integrand $e^{-2qd}$ shows why: smaller depths bring in larger wavevectors. The fraction of the energy from wavevectors above $q_c$ is $e^{-2q_cd}$, so the continuum model requires $2q_cd\gg1$ when $q_c$ is set by the lattice.

## A charge one nanometre from the oxide

Take one elementary charge in silicon at $d=1$ nm (10 angstrom), with $\epsilon_s=11.7$. The oxide has $\epsilon_\infty=5$ and two polar vibrations at 0.012 and 0.048 eV, of strengths 15.5 and 1.5, so $\epsilon_0=22$. In these units $Q^2$ becomes 1.440 eV nm. The image energies are

$$
W(\epsilon_\infty)=\frac{1.440}{4(11.7)(1)}\,\frac{6.7}{16.7}=0.0123\ {\rm eV},\qquad
W(\epsilon_0)=\frac{1.440}{4(11.7)(1)}\,\frac{-10.3}{33.7}=-0.0094\ {\rm eV}.
$$

Their difference is $-0.0217$ eV, or $-0.00080$ hartree. Adding it to the static image energy by mistake would give $-0.0312$ eV, more than three times the correct total of $-0.0094$ eV.

For the phonon sum, the squared couplings are $g_1^2=(0.012)^2(15.5)/16.7=1.34\times10^{-4}$ and $g_2^2=(0.048)^2(1.5)/16.7=2.07\times10^{-4}$ eV². Diagonalizing the two-by-two matrix $\mathcal D$ gives:

| branch | $\Omega_j$ (eV) | $\Delta_j$ | $E_j$ (eV) |
|---|---:|---:|---:|
| lower | 0.0163 | 0.0247 | −0.0178 |
| upper | 0.0502 | 0.0055 | −0.0039 |

The weights add to 0.0302, and $-(1.440/2)(0.0302)=-0.0217$ eV, as before. The lower branch supplies 82% of the shift.

In the displaced ground state each mode holds $m^2/\Omega^2$ phonons on average. The total is $\sum_j|E_j|/\Omega_j=0.0178/0.0163+0.0039/0.0502\approx1.17$. The cloud is not small, yet the second-order energy holds, because it rests on completing the square and not on a small phonon number.

With the materials fixed, the shift varies as $1/d$: it is $-0.0435$ eV at 0.5 nm and $-0.0043$ eV at 5 nm. At 1 nm it is comparable with the thermal energy at 300 K, 0.0259 eV.

## Real channels

The parameters are rough values in the regime of hafnium dioxide on silicon, whose full set of polar vibrations is richer than two. The total shift of a fixed charge depends only on the dielectric constants, but the branch shares, the phonon number and the recoil estimate below depend on the assumed frequencies. Moving the lower vibration from 0.012 to 0.032 eV at fixed strengths changes the lower-branch share from 82% to 45%, the phonon number from 1.17 to 0.46, and the zero-temperature recoil ratio from 0.49 to 0.61. The thick oxide in direct contact with silicon is a simplification: a gate stack can have an oxide a few nanometres thick, a metal gate and a thin silicon-dioxide interlayer. Inversion carriers also screen the charge, and a carrier, unlike a fixed charge, recoils. The estimates below change one feature at a time, with $d=1$ nm from the silicon surface. Their integrals over $q$ were done by numerical quadrature, and the changes should not be added.

**Metal gate.** With a metal at $z=-t$, the oxide potential is proportional to $\sinh q(z+t)$, so $\epsilon$ in $R$ is replaced by $\epsilon\coth qt$. For $t=3$ nm the ionic part of the energy becomes $-0.0192$ eV.

**Interlayer.** In a layer of constant $\epsilon_i$ and thickness $t_i$, the potential at height $y$ above the oxide is proportional to $\cosh qy+(\epsilon/\epsilon_i)\sinh qy$. The ratio of displacement to potential at its top replaces $\epsilon$ by

$$
\epsilon_i\,\frac{\epsilon+\epsilon_i\tanh qt_i}{\epsilon_i+\epsilon\tanh qt_i}.
$$

For 0.5 nm with rough constants 3.9 (relaxed) and 2.5 (clamped), the ionic part is $-0.0145$ eV, including the interlayer's own ions.

**Screening.** Put a sheet of carriers in the plane of the charge, with static response $\Pi=\partial n/\partial\mu$. If $B=(2\pi/\epsilon_sq)(1+Re^{-2qd})$ is the unscreened potential per unit charge, the sheet reduces it to $B/(1+\Pi B)$. The energy per wavevector is half of this times $Q^2$. For one two-dimensional subband, $\Pi=N_0(1-e^{-n/N_0kT})$, where $N_0$ is the density of states. With two valleys of mass 0.19 (in electron masses), $n=10^{12}$ cm$^{-2}$ and 300 K, the difference between relaxed and clamped ions is $-0.0072$ eV, one third of the unscreened value. The long-wavelength $\Pi$ was used at every $q$. This overstates the screening, because the static response of the sheet falls as $q$ grows; with the wavevector-dependent response at 300 K the value is $-0.0088$ eV. The sheet in the plane of the charge is also an idealization. In a silicon (100) inversion layer at this density and temperature, with a depletion charge of $3\times10^{11}$ to $10^{12}$ cm$^{-2}$, the carriers lie on average about 3 to 5 nm deep, and about half of them occupy the other four valleys. Spreading the screening charge over such a profile gives about $-0.013$ to $-0.015$ eV, so the factor of one third holds only for the sheet geometry.

**Recoil.** A mobile carrier of mass $m_c$, starting at zero in-plane momentum and held at fixed depth, gains kinetic energy $q^2/2m_c$ on emitting a phonon. At zero temperature,

$$
E=-Q^2\sum_j\Delta_j\Omega_j\int_0^\infty\frac{e^{-2qd}\,dq}{\Omega_j+q^2/2m_c}.
$$

This is $-0.0107$ eV for mass 0.19, half the static value. With in-plane masses 0.19 and 0.92, averaging over direction gives $-0.0126$ eV. At 300 K the emission term gains a factor $n_j+1$, where $n_j$ is the phonon occupation, and absorption adds a term with factor $n_j$ and denominator $q^2/2m_c-\Omega_j$, taken as a principal value. For mass 0.19 and zero initial momentum the result is $-0.0130$ eV; it is not an average over the momenta of thermal carriers, for which a Boltzmann average gives about $-0.016$ eV. The principal value also discards the pole, which describes real absorption. Its imaginary part is 0.011 eV at zero momentum, nearly as large as the shift, and the full width of 0.021 eV exceeds the lower phonon energy, so the level is not sharp. The temperature no longer cancels, and these second-order values are estimates, not exact energies.

Some other limits of the original fixed-charge model can be checked. For a lattice period of about 0.5 nm, the fraction of the energy beyond $q_c=\pi/(0.5\ {\rm nm})$ is $3.5\times10^{-6}$, although this does not size the wavevector dependence of the dielectric constants. The retardation parameter $\Omega_2d/c$ is $2.5\times10^{-4}$. From the transmission factor $T$, the static field at the oxide surface below the charge is $2Q/[(\epsilon_s+\epsilon_0)d^2]$, or 0.85 MV/cm. That is below the rough breakdown scale of a few MV/cm, but the gate field adds to it, and linear response must hold for the total. The field grows as $1/d^2$ and reaches 3.4 MV/cm at $d=0.5$ nm, so the linear result quoted for that depth is at the edge of the model's range.

For a fixed charge in this linear model, then, one uses $W(\epsilon_0)$ alone, or $W(\epsilon_\infty)$ plus the phonon shift. For a mobile carrier whose phonon shift is calculated explicitly, the starting point is $W(\epsilon_\infty)$, since the static image energy already contains the relaxation around a charge that does not recoil.
